# The Uehling Shift of Circular States: Closed Form and Limits

A muon captured by a medium-weight atom descends towards the nucleus, in part through nearly circular orbits. In scandium the circular orbit with $n=14$ has a radius of about 2400 fm, and the one with $n=2$ a radius of about 49 fm. Between them lies the reduced Compton wavelength of the electron, 386 fm, which sets the range over which virtual electron–positron pairs modify the Coulomb field at lowest order in $Z\alpha$. How does the resulting level shift change as the orbit crosses this length?

## The vacuum-polarization potential

We use $\hbar=c=1$ and $e^2=\alpha$ in the Coulomb potential. The electron mass is $m$, and $ƛ=1/m$. The nucleus is a point charge $Z$. The bound particle, a muon or an electron, has reduced mass $\mu$ and obeys the Schrödinger equation.

The starting point is the renormalized one-loop polarization function. For a static source with momentum transfer $\mathbf q$ it changes the potential to
$$V(q)=-\frac{4\pi Z\alpha}{q^2}\,[1+\Pi(q^2)],\qquad \Pi=\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\!\left[1+\frac{q^2x(1-x)}{m^2}\right]. \tag{1}$$
Since $\Pi(0)=0$, $\alpha$ is the coupling measured at large distance. Since $\Pi>0$ for $q\neq0$, the attraction grows at short distance.

To reach position space, put $x=(1+v)/2$. The integrand is even in $v$, so
$$\Pi=\frac{2\alpha}{\pi}\int_0^1dv\,\frac{1-v^2}{4}\ln\!\left[1+\frac{q^2(1-v^2)}{4m^2}\right].$$
Integrate by parts with the antiderivative $(v-v^3/3)/4$. The boundary term vanishes at $v=0$ through this factor and at $v=1$ through the logarithm. The derivative of the logarithm is $-2vq^2/[4m^2+q^2(1-v^2)]$, hence
$$\Pi=\frac{2\alpha}{\pi}\int_0^1dv\,\frac{v^2(1-v^2/3)}{2}\,\frac{q^2}{4m^2+q^2(1-v^2)}. \tag{2}$$
Now set $t=(1-v^2)^{-1/2}$. Then $v^2=(t^2-1)/t^2$ and $dv=dt/(t^2\sqrt{t^2-1})$. The numerator becomes
$$\frac{v^2(1-v^2/3)}2=\frac{t^2-1}{3t^2}\left(1+\frac1{2t^2}\right),$$
and the last fraction in (2) becomes $q^2t^2/(q^2+4m^2t^2)$. Therefore
$$\Pi=\frac{2\alpha}{3\pi}\int_1^\infty\!dt\,w(t)\frac{q^2}{q^2+4m^2t^2},\qquad w(t)=\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}. \tag{3}$$
The factor $q^2$ cancels the photon pole in (1). Because $(-\nabla^2+M^2)\,e^{-Mr}/r=4\pi\delta^3(\mathbf r)$, the Fourier transform of $4\pi/(q^2+M^2)$ is $e^{-Mr}/r$. With $M=2mt$ the added potential is
$$\delta V(r)=-\frac{Z\alpha}{r}\frac{2\alpha}{3\pi}U(mr),\qquad U(y)=\int_1^\infty dt\,w(t)e^{-2yt}. \tag{4}$$
This is the Uehling potential, a sum of Yukawa terms whose masses $2mt$ start at the pair threshold $2m$.

## The shift as one integral

For $l=n-1$ the reduced radial function is $r^ne^{-\gamma r}$. Its second derivative is $[n(n-1)/r^2-2n\gamma/r+\gamma^2]$ times itself. Comparison with the radial Schrödinger equation gives
$$\gamma=\frac{Z\alpha\mu}{n},\qquad E_n=-\frac{\gamma^2}{2\mu}=-\frac{(Z\alpha)^2\mu}{2n^2}.$$
The radial density, normalized with $\int_0^\infty r^{2n}e^{-2\gamma r}dr=(2n)!/(2\gamma)^{2n+1}$, is
$$P(r)=\frac{(2\gamma)^{2n+1}}{(2n)!}r^{2n}e^{-2\gamma r}. \tag{5}$$
It peaks at $r_n=n/\gamma$, which we call the orbit radius. Define
$$\kappa=\gamma/m,\qquad \rho=r_n/ƛ=n/\kappa.$$
Each Yukawa term has the expectation value
$$\left\langle\frac{e^{-2mtr}}r\right\rangle=\frac{(2\gamma)^{2n+1}}{(2n)!}\frac{(2n-1)!}{(2\gamma+2mt)^{2n}}=\frac\gamma n\left(\frac{\kappa}{\kappa+t}\right)^{2n}. \tag{6}$$
Since $Z\alpha\gamma/n=-2E_n$, first-order perturbation theory gives
$$\boxed{\Delta E=\frac{4\alpha}{3\pi}E_nF_n(\kappa)},\qquad F_n=\int_1^\infty dt\,w(t)\left(\frac\kappa{\kappa+t}\right)^{2n}. \tag{7}$$
The shift is negative. The mean Coulomb energy is $2E_n$, so $(2\alpha/3\pi)F_n$ is the relative increase of the mean attraction. With $u=1/t$, for which $w\,dt=f(u)\,du/u$,
$$F_n=\int_0^1\frac{du}{u}f(u)\left(\frac{\kappa u}{1+\kappa u}\right)^{2n},\qquad f(u)=\left(1+\frac{u^2}{2}\right)\sqrt{1-u^2}. \tag{8}$$

## Closed form

The power in (7) follows from a single denominator by differentiation:
$$(\kappa+t)^{-2n}=-\frac1{(2n-1)!}\frac{d^{2n-1}}{d\kappa^{2n-1}}\frac1{\kappa+t}.$$
Consequently
$$F_n=-\frac{\kappa^{2n}}{(2n-1)!}\,G^{(2n-1)}(\kappa),\qquad G(\kappa)=\int_0^1du\,\frac{f(u)}{1+\kappa u}. \tag{9}$$
To evaluate $G$, divide the polynomial in $f$ by $1+\kappa u$:
$$1+\frac{u^2}2=(1+\kappa u)\left(\frac u{2\kappa}-\frac1{2\kappa^2}\right)+1+\frac1{2\kappa^2}.$$
With $\int_0^1u\sqrt{1-u^2}\,du=1/3$ and $\int_0^1\sqrt{1-u^2}\,du=\pi/4$,
$$G=\frac1{6\kappa}-\frac\pi{8\kappa^2}+\left(1+\frac1{2\kappa^2}\right)S,\qquad S=\int_0^1du\,\frac{\sqrt{1-u^2}}{1+\kappa u}.$$
In $S$ write the root as $(1-u^2)/\sqrt{1-u^2}$ and use $1-u^2=(1+\kappa u)(1/\kappa^2-u/\kappa)+1-1/\kappa^2$. This gives
$$S=\frac{\pi}{2\kappa^2}-\frac1\kappa-\frac{1-\kappa^2}{\kappa^2}A,\qquad A=\int_0^{\pi/2}\frac{d\theta}{1+\kappa\cos\theta}. \tag{10}$$
The substitution $z=\tan(\theta/2)$ turns $A$ into $\int_0^1 2\,dz/[1+\kappa+(1-\kappa)z^2]$, so that
$$A=\frac{\arccos\kappa}{\sqrt{1-\kappa^2}}\ (\kappa<1),\qquad A=\frac{\operatorname{arcosh}\kappa}{\sqrt{\kappa^2-1}}\ (\kappa>1),\qquad A(1)=1. \tag{11}$$
Collecting powers of $\kappa$,
$$G=\frac\pi{4\kappa^4}-\frac1{2\kappa^3}+\frac{3\pi}{8\kappa^2}-\frac5{6\kappa}-\frac{1+\kappa^2-2\kappa^4}{2\kappa^4}A. \tag{12}$$

The derivatives of $A$ are elementary too. Differentiating (11) gives $(1-\kappa^2)A'=\kappa A-1$ on both sides of $\kappa=1$. Differentiate this equation $k\ge1$ times by the product rule:
$$(1-\kappa^2)A^{(k+1)}-2k\kappa A^{(k)}-k(k-1)A^{(k-1)}=\kappa A^{(k)}+kA^{(k-1)}.$$
In terms of $a_k=A^{(k)}/k!$ this reads
$$(1-\kappa^2)(k+1)a_{k+1}=(2k+1)\kappa a_k+k a_{k-1}, \tag{13}$$
with $a_0=A$ and $a_1=(\kappa A-1)/(1-\kappa^2)$. At $\kappa=1$ the left side vanishes and $a_k=-k\,a_{k-1}/(2k+1)$, starting from $a_0=1$.

By (9), $F_n$ is $-\kappa^{2n}$ times the coefficient of $h^N$ in $G(\kappa+h)$, where $N=2n-1$. The coefficient of $h^j$ in $(\kappa+h)^{-p}$ is $(-1)^j\binom{j+p-1}{p-1}\kappa^{-p-j}$. As $N$ is odd, a bare term $\kappa^{-p}$ in $G$ contributes $+\binom{N+p-1}{p-1}\kappa^{1-p}$. For the terms with $A$, multiply the two Taylor series. The result is
$$\begin{aligned}F_n={}&\frac{\pi}{4\kappa^3}\binom{2n+2}{3}-\frac1{2\kappa^2}\binom{2n+1}{2}+\frac{3\pi n}{4\kappa}-\frac56-\kappa^{2n}a_N\\&+\frac12\sum_{k=0}^{N}(-1)^{N-k}\left[\binom{N-k+3}{3}\kappa^{k-3}+(N-k+1)\kappa^{k-1}\right]a_k.\end{aligned} \tag{14}$$
Together with (13), this is a finite elementary expression for every $n$.

For $n=1$ the terms with $a_0$ give $-(2/\kappa^3+1/\kappa)A$. Those with $a_1$ give
$$\frac{(1+2\kappa^2)(1-\kappa^2)}{2\kappa^2}a_1=\frac{(1+2\kappa^2)(\kappa A-1)}{2\kappa^2}.$$
Adding the bare terms,
$$F_1=\frac\pi{\kappa^3}-\frac2{\kappa^2}+\frac{3\pi}{4\kappa}-\frac{11}6-\frac{4+\kappa^2-2\kappa^4}{2\kappa^3}A. \tag{15}$$
For small $\kappa$ the separate terms grow as $\kappa^{-3}$ while their sum tends to zero, so numerical use of (14) there needs extra digits. The same is true close to $\kappa=1$, where each step of (13) divides by the small factor $1-\kappa^2$. In the numerical output, (14) and direct quadrature agree to a relative $1.1\times10^{-25}$ or better over seven pairs $(n,\kappa)$.

## Orbits well inside the Compton wavelength

Let $\kappa\gg n$, which means $r_n\llƛ$. In (8) separate $f=1+(f-1)$. For the first part put $y=\kappa u/(1+\kappa u)$:
$$\int_0^1\frac{du}u\left(\frac{\kappa u}{1+\kappa u}\right)^{2n}=\int_0^{\kappa/(1+\kappa)}\!\frac{y^{2n-1}}{1-y}dy=\ln(1+\kappa)-\sum_{j=1}^{2n-1}\frac1j\left(\frac\kappa{1+\kappa}\right)^j.$$
Expanded in $1/\kappa$, this is $\ln\kappa-H_{2n-1}+2n/\kappa+O(n^2/\kappa^2)$, where $H_N=\sum_{j=1}^N1/j$.

In the second part $f-1=-3u^4/8+\dots$ at small $u$, so the power may be expanded as $1-2n/(\kappa u)+O(n^2/\kappa^2u^2)$ and each integral converges. We need two integrals. With $z=\sqrt{1-u^2}$,
$$\int_0^1\frac{f-1}u\,du=-\int_0^1\frac{z\,dz}{1+z}+\frac12\cdot\frac13=\ln2-\frac56.$$
Integration by parts gives $\int_0^1(\sqrt{1-u^2}-1)u^{-2}du=1-\pi/2$, hence
$$\int_0^1\frac{f-1}{u^2}\,du=1-\frac\pi2+\frac\pi8=1-\frac{3\pi}8.$$
The terms $\pm2n/\kappa$ cancel in the sum, leaving
$$F_n=\ln(2\kappa)-\frac56-H_{2n-1}+\frac{3\pi n}{4\kappa}+O\!\left(\frac{n^2}{\kappa^2}\right). \tag{16}$$
For large $n$, $H_{2n-1}\to\ln(2n)+\gamma_{\rm E}$, with $\gamma_{\rm E}$ Euler's constant, and the leading form becomes $\ln(ƛ/r_n)-\gamma_{\rm E}-5/6$. The shift thus grows logarithmically relative to $E_n$: a smaller orbit lies inside more of the screening cloud. For $n=2$ and $\kappa=1000$, (16) gives 4.938948 against the full value 4.938941.

## Large orbits at fixed quantum number

When $\kappa\to0$ at fixed $n$, take $\kappa^{2n}$ out of (8) and expand the denominator:
$$F_n=\kappa^{2n}\left[c_n-2n\kappa\,d_n+O(n^2\kappa^2)\right]. \tag{17}$$
The coefficients follow from $\int_0^1u^{2a-1}\sqrt{1-u^2}\,du=\tfrac12B(a,\tfrac32)$ and $B(a+1,\tfrac32)=B(a,\tfrac32)\,a/(a+\tfrac32)$, where $B$ is the beta function:
$$\begin{aligned}c_n&=\int_0^1u^{2n-1}f\,du=\frac12B(n,\tfrac32)\,\frac{3(n+1)}{2n+3},\\ d_n&=\int_0^1u^{2n}f\,du=\frac12B(n+\tfrac12,\tfrac32)\,\frac{6n+9}{4n+8}.\end{aligned} \tag{18}$$
Since $1-2n\kappa u\le(1+\kappa u)^{-2n}\le1$, the first term of (17) is an upper bound on $F_n$, and the two terms together are a lower bound.

The expansion requires $2n\kappa\ll1$, or
$$r_n\gg2n^2ƛ, \tag{19}$$
which is stronger than $r_n\ggƛ$. The reason lies in the radial integrand of (6), proportional to $r^{2n-1}e^{-2(mt+\gamma)r}$. For small $\kappa$ and $t$ near 1 it peaks at $r\approx(n-\tfrac12)ƛ$, independently of the orbit radius. The power law needs the orbital factor $e^{-2\gamma r}$ to be close to one there, and its exponent is about $2n\kappa$.

For $n=1$, $B(1,\tfrac32)=2/3$ and $c_1=2/5$. Then (7) gives
$$\Delta E\simeq-\frac{4\alpha}{3\pi}\frac{(Z\alpha)^2\mu}2\cdot\frac25\left(\frac{Z\alpha\mu}m\right)^2=-\frac{4\alpha(Z\alpha)^4\mu^3}{15\pi m^2}, \tag{20}$$
the shift produced by a contact interaction. For $n>1$ the density vanishes at the nucleus and a higher power of $\kappa$ appears.

## Large orbits with many quanta

The order of limits matters. Keep $\rho=n/\kappa$ fixed and let $n\to\infty$. In (7),
$$\left(\frac\kappa{\kappa+t}\right)^{2n}=\left(1+\frac{\rho t}n\right)^{-2n}\longrightarrow e^{-2\rho t},\qquad F_n\to U(\rho). \tag{21}$$
The left side decreases with $n$ at fixed $\rho$, so the $n=1$ integrand bounds the others and the limit may be taken under the integral. It also follows that $F_n>U(\rho)$ at finite $n$. The width of the density explains the limit. From (5), the mean radius is $(2n+1)/(2\gamma)$ and the variance $(2n+1)/(4\gamma^2)$, so the relative width is $(2n+1)^{-1/2}$. At fixed $\rho$ the absolute width, about $\rhoƛ/\sqrt{2n}$, therefore becomes small compared with the decay length $ƛ/2$ of the potential, and the orbit samples the potential at its own radius. A small relative width alone is not enough: along the circular series of one atom $\rho$ grows as $n^2$, so the absolute width increases.

One formula connects this regime with the power law. For $n\gg1+\kappa$ the integral (7) comes from $t=1+s$ with small $s$. There
$$w=\frac32\sqrt{2s}\left(1-\frac{29}{12}s+\dots\right),$$
where $-29/12=1/4-2-2/3$ collects the factors $\sqrt{1+s/2}$, $t^{-2}$ and $1+1/(2t^2)$. With $\lambda=2n/(1+\kappa)$,
$$\left(\frac{\kappa}{\kappa+t}\right)^{2n}=\left(\frac\kappa{1+\kappa}\right)^{2n}e^{-\lambda s}\left[1+\frac{ns^2}{(1+\kappa)^2}+\dots\right].$$
We have $\int_0^\infty\sqrt s\,e^{-\lambda s}ds=\tfrac12\sqrt\pi\,\lambda^{-3/2}$, and with this weight the averages are $\langle s\rangle=3/(2\lambda)$ and $\langle s^2\rangle=15/(4\lambda^2)$. Hence
$$F_n\simeq\frac{3\sqrt\pi}8\left(\frac{1+\kappa}n\right)^{3/2}\left(\frac\kappa{1+\kappa}\right)^{2n}\left[1-\frac{29(1+\kappa)}{16n}+\frac{15}{16n}\right]. \tag{22}$$
At $n=400$, $\kappa=1$ the bracket is 0.99328, and the computed ratio is 0.99334.

Two limits of (22) are useful. If $\kappa\gg1$, expanding the logarithm gives $[\kappa/(1+\kappa)]^{2n}=\exp[-2\rho+\rho^2/n-2\rho^3/(3n^2)+\dots]$, so for $1\ll\rho\ll\sqrt n$
$$F_n\simeq\frac{3\sqrt\pi}{8}\rho^{-3/2}e^{-2\rho}. \tag{23}$$
If $q=n\kappa$ is held fixed while $n\to\infty$, then
$$F_n\simeq\frac{3\sqrt\pi}8n^{-3/2}\kappa^{2n}e^{-2q}\simeq c_n\kappa^{2n}e^{-2q}. \tag{24}$$
This second case describes the Uehling shift of the high circular states of a single atom, because $q=Z\alpha\mu/m$ does not depend on $n$. Since $-2n\ln(1+q/n)=-2q+q^2/n-\dots$, it requires $n\gg q^2$ as well as $n\gg1$. Climbing the circular series of one atom therefore does not remove the factor $e^{-2q}$. The plain power law needs $2q\ll1$.

## Scandium with a muon or an electron

Take $Z=21$, so $Z\alpha=0.15324$, and a point nucleus of assigned mass 45 u. In one system a muon is the only bound particle, in the other an electron. The prefactor is $4\alpha/3\pi=3.0971\times10^{-3}$.

For the muon $q=31.606$. At $n=2$, $\kappa=31.606/2=15.803$ and $\rho=2/15.803=0.1266$. With $E_2=-309378$ eV and $F_2=1.0582$,
$$\Delta E=3.0971\times10^{-3}\times(-309378\ \mathrm{eV})\times1.0582\approx-1014\ \mathrm{eV},$$
or about $-1.01$ keV. The logarithmic part of (16) alone gives $F_2=0.787$, which is 26% too low. The term $3\pi n/4\kappa$ raises it to 1.085, which is 2.5% too high.

| $n$ (muon) | $r_n/ƛ$ | $F_n$ | $U(r_n/ƛ)$ | $\Delta E$ (eV) |
|---|---|---|---|---|
| 2 | 0.127 | 1.06 | 0.933 | $-1014$ |
| 4 | 0.506 | 0.218 | 0.174 | $-52.2$ |
| 6 | 1.14 | 0.0367 | 0.0240 | $-3.91$ |
| 10 | 3.16 | $4.64\times10^{-4}$ | $1.39\times10^{-4}$ | $-0.0178$ |
| 14 | 6.20 | $1.96\times10^{-6}$ | $1.39\times10^{-7}$ | $-3.83\times10^{-5}$ |

At $n=14$ the potential at the orbit radius underestimates $F_n$ by a factor of 14. The leading term of (22) shows where this comes from. For $n\to\infty$ at fixed large $\rho$ that term becomes (23), which is therefore the tail of $U(\rho)$. At threshold the power $(1+\rho/n)^{-2n}$ exceeds $e^{-2\rho}$ by a factor 8.5, and the prefactor exceeds $\rho^{-3/2}$ by $(1+1/\kappa)^{3/2}=1.73$. Their product is 14.7. The two leading forms are themselves too large here, by 32% for $F_n$ and 27% for $U$, and these errors nearly cancel in the ratio. Here $\rho^2/n=2.7$, so the condition for (23) fails. The power law (17) fails completely, since $2q=63$.

For the electron $2q=0.306$, and the power law is a fair first estimate. At $n=1$, with $E_1=-6000$ eV and $F_1=7.873\times10^{-3}$,
$$\Delta E=3.0971\times10^{-3}\times(-6000\ \mathrm{eV})\times7.873\times10^{-3}\approx-0.146\ \mathrm{eV}.$$
The two bounds from (17) are $-0.175$ eV and $-0.142$ eV. The leading term is too large in magnitude by 19% at $n=1$ and by 28% at $n=3$. By (24) this excess tends to $e^{0.306}-1\approx36\%$ as $n$ grows.

The electron at $n=1$ and the muon at $n=14$ have similar radii, $6.5ƛ$ and $6.2ƛ$, yet their values of $F_n$ differ by a factor of about 4000. The relative widths of the two densities are $3^{-1/2}=0.58$ and $29^{-1/2}=0.19$. Integrating (5) from 0 to $ƛ$ gives the probability of finding the particle within one reduced Compton wavelength of the nucleus: about 0.4% for the electron, but only about $10^{-14}$ for the muon. The electron nevertheless receives most of its shift, about 86%, from this small region. The muon's shift arises farther out: at $t=1$ the integrand of (6) peaks at $r=(n-\tfrac12)ƛ/(1+\kappa)\approx4.1ƛ$, on the inner side of its orbit; with all $t$ included, the product $P(r)\,\delta V(r)$ peaks at about $4.0ƛ$. The orbit radius alone does not determine the shift.

These figures belong to the model. For the muon at $n=2$, diagonalizing the radial Hamiltonian with $\delta V$ included increases the magnitude of the shift by 0.24% relative to first order. That measures the repeated action of the one-loop potential, not the two-loop polarization. Relativistic motion is left out; for the electron at $n=1$, using the Dirac density, proportional to $r^{2g}e^{-2Z\alpha mr}$ with $g=\sqrt{1-(Z\alpha)^2}$, makes the first-order shift about 7.6% larger in magnitude. This is roughly three times $(Z\alpha)^2\approx0.023$. Also left out is the one-loop polarization of higher order in $Z\alpha$ (the Wichmann–Kroll term). It does not fall off exponentially: for $r\ggƛ$ the Euler–Heisenberg Lagrangian gives a repulsive tail $+2\alpha(Z\alpha)^3/(225\pi m^4r^5)$, and for $n\ge3$ the density (5) has $\langle r^{-5}\rangle=(2\gamma)^5(2n-5)!/(2n)!$. For the muon this leading tail amounts to about 1% of the Uehling shift at $n=10$ and 16% at $n=14$, with the opposite sign; it is about equal to it at $n=16$ and dominates beyond. For the electron it is about 20% at $n=3$ and dominates from $n=4$ on. The rapid decay found above for large orbits is therefore a property of the Uehling term, not of the whole pair-induced shift of a real atom. Nuclear size, self-energy and higher loops are also omitted, so the values are one contribution to the level energies and not complete predictions of them.

## Computed values

```
Z = 21, assigned nuclear mass = 45 u, Z*alpha = 0.153244
alpha = 0.007297353, 4 alpha/(3 pi) = 3.0970926e-03
electron mass = 510998.951 eV, muon mass = 105658375.5 eV
reduced mass: muon 105392718.1 eV, electron 510992.721 eV
reduced Compton wavelength of electron = 386.1593 fm
n*kappa: muon 31.6064, electron 0.153243
MUON: n, kappa, r_n [fm], r_n/lambda_C, E_n [eV], F, shift [eV]
  2  15.8032     48.87  0.1266   -309378.3 1.05816e+00 -1.01390e+03
  3  10.5355    109.96  0.2848   -137501.5 4.87994e-01 -2.07815e+02
  4   7.9016    195.48  0.5062    -77344.6 2.18006e-01 -5.22218e+01
  6   5.2677    439.84  1.1390    -34375.4 3.67052e-02 -3.90777e+00
  8   3.9508    781.94  2.0249    -19336.1 4.73846e-03 -2.83767e-01
 10   3.1606   1221.78  3.1639    -12375.1 4.63628e-04 -1.77694e-02
 14   2.2576   2394.68  6.2013     -6313.8 1.95969e-06 -3.83210e-05
MUON F: n, exact integral, log form, log+1/kappa, U(r_n), threshold, power law
  2 1.0582e+00    0.7867    1.0849 9.3256e-01 1.2664e+01 1.069e+04
  3 4.8799e-01   -0.0688    0.6022 4.1410e-01 2.9086e+00 1.389e+05
  4 2.1801e-01   -0.6660    0.5268 1.7401e-01 8.5054e-01 1.053e+06
  6 3.6705e-02   -1.4985    1.1853 2.4032e-02 8.8146e-02 1.816e+07
  8 4.7385e-03   -2.0845    2.6866 2.2576e-03 8.7527e-03 9.374e+07
 10 4.6363e-04   -2.5372    4.9176 1.3923e-04 7.3054e-04 1.919e+08
 14 1.9597e-06   -3.2173   11.3941 1.3888e-07 2.5926e-06 9.548e+07
ELECTRON: n, kappa, r_n [fm], r_n/lambda_C, E_n [eV], F, shift [eV]
  1 0.153243    2519.9    6.526  -6000.038 7.87261e-03 -1.46294e-01
  2 0.076621   10079.7   26.102  -1500.009 4.72987e-06 -2.19734e-05
  3 0.051081   22679.3   58.730   -666.671 1.41394e-09 -2.91942e-09
ELECTRON shift [eV]: n, power law, with next term, c_n, d_n
  1 -1.74553e-01 -1.41727e-01 0.400000 0.245437
  2 -2.74491e-05 -2.11257e-05 0.171429 0.128854
  3 -3.72609e-09 -2.79490e-09 0.101587 0.082835
muon n=2: shift beyond first order, relative = 0.2442 %
Round parameters, n=2, kappa=1000 (r_n/lambda_C = 0.002):
  F = 4.9389407, log form = 4.9342358, with 1/kappa term = 4.9389482
Round parameters, r_n/lambda_C = 2: relative F/U - 1
  U(2) = 2.405222e-03; n=1000: 6.7117e-03; n=2000: 3.3523e-03
n=400, kappa=1: F/threshold form = 0.993344, predicted 0.993281
closed form vs quadrature, worst relative gap = 1.1e-25
```
